Thermodynamic charge transition levels of defects in crystals, part 1

(Sections cited here and not found follow in the second part.)

## 1. One orbital, one coordinate, one reservoir

Take a single impurity orbital that holds n = 0, 1 or 2 electrons and is not coupled to any other orbital. Its one-electron energy is ε_d, double occupation costs an extra repulsion U, and the level moves down linearly when a lattice coordinate x is displaced against a spring of constant k. The algebra is in atomic units with the elementary charge equal to 1, so a charge times a potential is an energy; numbers are in eV and Å. The energy is

E(n, x) = n ε_d + U δ(n,2) − λ x n + ½ k x²     (1)

where δ(n,2) is 1 for n = 2 and 0 otherwise. The coordinate is classical and relaxes. Setting ∂E/∂x = −λn + kx = 0 gives x_n = λn/k, and inserting this gives −λ²n²/k + ½λ²n²/k, so

E(n) = n ε_d + U δ(n,2) − n²λ²/(2k)     (2)

Let the impurity be neutral with one electron, so that its charge is q = 1 − n, and let it exchange electrons with a reservoir of chemical potential μ_e. An electron handed to the reservoir raises the reservoir's energy by μ_e. The state of charge q has handed over q electrons, so the energy of impurity plus reservoir is E(n) + q μ_e up to a constant common to all states:

q = +1:  0 + μ_e
q = 0:  ε_d − λ²/(2k)
q = −1:  2ε_d + U − 2λ²/k − μ_e

These are three straight lines in μ_e with slopes +1, 0 and −1. The first two cross at μ_e = ε_d − λ²/(2k). The last two cross at μ_e = (2ε_d + U − 2λ²/k) − (ε_d − λ²/(2k)) = ε_d + U − 3λ²/(2k). If μ_e is measured from a valence-band edge at E_v = −Δ, that is μ_e = −Δ + E_F, the crossings lie at

ε(+/0) = ε_d − λ²/(2k) + Δ
ε(0/−) = ε_d + U − 3λ²/(2k) + Δ     (3)

and their difference is U_eff = U − λ²/k.

With Δ = 1.5 eV, ε_d = 0.5 eV, U = 1.0 eV and λ = 2.0 eV/Å, a stiff spring k = 10 eV/Å² has λ²/k = 0.40 eV, and (3) gives ε(+/0) = 1.8 eV, ε(0/−) = 2.4 eV, U_eff = 0.6 eV. The lowest line is q = +1 below 1.8 eV, q = 0 up to 2.4 eV, and q = −1 above. A soft spring k = 2.5 eV/Å² has λ²/k = 1.60 eV and gives ε(+/0) = 1.2 eV, ε(0/−) = 0.6 eV, U_eff = −0.6 eV. Now the neutral line lies below the positive one only for E_F > 1.2 eV and below the negative one only for E_F < 0.6 eV. No E_F satisfies both, so the neutral state is never lowest, and the charge drops directly from +1 to −1.

Three facts are visible here. A level is a difference of relaxed total energies and not the orbital energy ε_d. The cost of bringing the impurity atom into the crystal is a constant added to all three lines and cannot move a crossing. In both cases the slope of the lowest line only ever falls as E_F rises.

## 2. The formation energy

Consider a supercell of a host crystal with ground-state energy E_bulk and N_bulk electrons, and the same cell containing a defect D. The defect is made by adding n_i neutral atoms of species i (n_i < 0 for removal), each carrying its z_i electrons, and then handing q electrons to an electron reservoir. The charge state q is therefore the net charge of the cell, and the number of electrons in the defect cell is

N_e(q) = N_bulk + Σ_i n_i z_i − q     (4)

The atoms come from reservoirs with chemical potentials μ_i, defined per neutral atom. Taking n_i atoms out of reservoir i changes its energy by −n_i μ_i, and putting q electrons into the electron reservoir changes its energy by +q μ_e. The formation energy is the total change of cell plus reservoirs:

E_f(q) = E(D^q) + E_corr(q) − E_bulk − Σ_i n_i μ_i + q μ_e     (5)

Here E(D^q) is the ground-state energy of the cell with N_e(q) electrons, minimised over the atomic positions separately for each q, and E_corr(q) removes the spurious interaction of the charge with its periodic images so that (5) describes an isolated defect. The assumptions are that E(D^q) + E_corr(q) depends neither on μ_i nor on μ_e, that vibrational and pressure–volume terms are neglected (section 6 shows where the former would enter), and that defects do not interact.

Only the q exchanged electrons couple to μ_e. An implementation that forms E − μ_e N_e with the total electron count must subtract the electrons that arrived with the neutral atoms, because μ_i has already paid for them. By (4), −μ_e(N_e − N_bulk) = qμ_e − μ_e Σ n_i z_i, and the last term is a spurious slope. It is the same for all charge states of one defect and so leaves their crossings alone, but it corrupts absolute formation energies whenever Σ n_i z_i ≠ 0, and crossings between two defects whose values of Σ n_i z_i differ.

The electron chemical potential is written μ_e = E_v + E_F, with the valence-band maximum defined as a total-energy difference of the bulk cell,

E_v = E_bulk(N_bulk) − E_bulk(N_bulk − 1)     (6)

on the same energy zero as E(D^q). The conduction edge is E_c = E_bulk(N_bulk + 1) − E_bulk(N_bulk), and the gap is E_g = E_c − E_v. Then

E_f(q; E_F) = E_f(q; 0) + q E_F
E_f(q; 0) = E(D^q) + E_corr(q) − E_bulk − Σ_i n_i μ_i + q E_v     (7)

Each charge state is a straight line in E_F with slope q. In this construction E_F is an independent variable. In a real sample it is fixed by overall charge neutrality and thus by all defects present, which is a separate calculation.

## 3. The level as a crossing

Take two charge states q ≠ q′ and ask for the E_F at which their formation energies are equal:

E_f(q; 0) + q E_F = E_f(q′; 0) + q′ E_F

Collecting the E_F terms on the right gives E_f(q;0) − E_f(q′;0) = (q′ − q) E_F. Since q′ ≠ q there is exactly one solution, the thermodynamic transition level

ε(q/q′) = [E_f(q; 0) − E_f(q′; 0)] / (q′ − q)     (8)

Exchanging q and q′ changes the sign of both numerator and denominator, so ε(q/q′) = ε(q′/q). To see which state is lower on which side, write the difference of the lines and use (8) for the intercepts:

E_f(q; E_F) − E_f(q′; E_F) = (q′ − q) ε + (q − q′) E_F = (q − q′)(E_F − ε)     (9)

For q > q′ this is negative when E_F < ε. The more positive state is the lower one below the level and the more negative state above it, because a high Fermi level makes it costly to give electrons to the reservoir.

A level between non-adjacent charges is the mean of the adjacent levels between them. For q > q′, and all intermediate states computed, the numerator of (8) telescopes:

E_f(q;0) − E_f(q′;0) = Σ_{p=q′+1..q} [E_f(p;0) − E_f(p−1;0)] = −Σ_{p=q′+1..q} ε(p/p−1)

where the last step is (8) with denominator (p−1) − p = −1. Dividing by q′ − q = −(q − q′),

ε(q/q′) = [1/(q − q′)] Σ_{p=q′+1..q} ε(p/p−1)     (10)

In particular ε(+/−) = ½[ε(+/0) + ε(0/−)].

## 4. What the level depends on

### Atomic chemical potentials

Insert (7) into (8), allowing for the moment different compositions n_i and n_i′ for the two states and writing Ẽ(q) = E(D^q) + E_corr(q). The numerator is

Ẽ(q) − Ẽ(q′) − (E_bulk − E_bulk) − Σ_i (n_i − n_i′) μ_i + (q − q′) E_v

The bulk energy cancels. Division by q′ − q turns the last term into −E_v and, absorbing the minus sign into the bracket, the third into Σ(n_i′ − n_i)μ_i/(q′ − q). The crossing is

E_× = [Ẽ(q) − Ẽ(q′)]/(q′ − q) − E_v + Σ_i (n_i′ − n_i) μ_i/(q′ − q)     (11)

For two charge states of the same defect n_i′ = n_i, the sum vanishes term by term, and

ε(q/q′) = [Ẽ(q) − Ẽ(q′)]/(q′ − q) − E_v     (12)

No μ_i appears. A change of growth conditions adds the same amount −Σ n_i δμ_i to every line of the defect and moves the whole diagram vertically. The statement of independence refers to the atomic chemical potentials only: the level is itself a value of the electron chemical potential. It also does not say that the charge state found in a sample is independent of μ_i, since μ_i sets the concentrations and, through neutrality, the actual E_F.

For lines of different composition (11) gives

∂E_×/∂μ_i = (n_i′ − n_i)/(q′ − q)     (13)

which is non-zero for every species whose count differs between the two states and zero for the others. The crossing of a donor line with the line of a compensating acceptor is of this kind and is not a transition level. The same holds for a complex that gains or loses an atom when its charge changes.

### The zero of energy

Add a uniform potential energy V for every electron. Each total energy changes by V times its electron number. By (4), N_e(q) − N_e(q′) = q′ − q, so the first term of (12) changes by V(q′ − q)/(q′ − q) = V. By (6), E_v changes by V N_bulk − V(N_bulk − 1) = V. The two changes cancel in (12). If the defect cells are computed with one zero and E_v with another, differing by V, every level is wrong by exactly V. In a periodic code the zero is set by a convention for the average potential, which need not agree between a bulk cell and a defect cell, and the purpose of a potential-alignment term is to restore a common zero.

### Image corrections

The electrostatic energy of a periodic array of point charges q in a compensating background is quadratic in q, since both the charge and the potential it feels are linear in q. To leading order in the inverse cell size, and for a localised charge, the correction therefore has the form E_corr = c q², with c fixed by the cell and the dielectric screening. Its contribution to (12) is c(q² − q′²)/(q′ − q) = −c(q + q′). It moves ε(+/0) by −c and ε(0/−) by +c and leaves ε(+/−) unchanged. Unlike μ_i, which drops out of every level of the defect, this correction cancels only when q′ = −q. The model of section 7 has no long-range Coulomb term, so the term c q² is absent, E_corr is set to zero there, and this paragraph is not tested numerically. The impurity still couples to its images through hopping; enlarging the ring from 8 to 16 sites moves ε(+/0) and ε(0/−) by less than 0.001 eV.

### Geometry

Write E(q; x) for the energy of the isolated defect in charge q at geometry x, image correction included, with minimum at x_q. In a supercell of a polar host the correction at a frozen geometry differs from the c q² of the relaxed state, because the ions do not screen the added or removed charge; the model of section 7 has no such term. A transition at frozen geometry defines a vertical level. For the (+/0) pair, (12) reads ε(+/0) = E(0; x_0) − E(+; x_+) − E_v. Minimality gives E(0; x_+) ≥ E(0; x_0) and E(+; x_0) ≥ E(+; x_+), hence

E(0; x_0) − E(+; x_0) − E_v ≤ ε(+/0) ≤ E(0; x_+) − E(+; x_+) − E_v     (14)

The thermodynamic level lies between the two vertical levels, and the gaps are the relaxation energies of the two states. Using one geometry for both charges yields a vertical level and not (12).

## 5. The lower envelope

At zero temperature the defect adopts the state of lowest formation energy. For a finite set of charge states define

M(E_F) = min_q [E_f(q; 0) + q E_F]     (15)

and let q*(E_F) be a charge at which the minimum is reached.

### Concavity

Take any E₁, E₂ and s between 0 and 1, set E = sE₁ + (1 − s)E₂, and let q* be the minimising charge at E. A straight line satisfies E_f(q*; E) = s E_f(q*; E₁) + (1 − s) E_f(q*; E₂), because the intercept appears with weight s + (1 − s) = 1 and the slope term reproduces q*E. At E₁ and E₂ this particular line cannot lie below the minimum over all lines, so E_f(q*; E₁) ≥ M(E₁) and E_f(q*; E₂) ≥ M(E₂). The weights are non-negative, so

M(sE₁ + (1 − s)E₂) ≥ s M(E₁) + (1 − s) M(E₂)     (16)

The envelope lies on or above each of its chords, which is the definition of concavity. It is continuous and piecewise linear, being the minimum of finitely many straight lines, and on each piece its slope is q*.

The proof used only that every candidate is affine in E_F and that the minimum is taken. It therefore survives several geometries or spin states per charge, since each is one more line, and it extends to the joint dependence on E_F and the μ_i, in which (7) is also affine. It does not apply when a candidate curves upward in E_F, which becomes possible if E_corr or an interaction between defects depends on the carrier density, or if the μ_i are tied to E_F by some further condition. Nor does it describe a defect held in a metastable charge state by a barrier, since that defect does not take the minimum.

### The stable charge does not increase

Let q₁ minimise at E₁ and q₂ at E₂. With a_q = E_f(q; 0), minimality at each point gives

a_{q₁} + q₁E₁ ≤ a_{q₂} + q₂E₁
a_{q₂} + q₂E₂ ≤ a_{q₁} + q₁E₂

Adding the two cancels the intercepts: q₁E₁ + q₂E₂ ≤ q₂E₁ + q₁E₂. Moving everything to the left gives q₂(E₂ − E₁) − q₁(E₂ − E₁) ≤ 0, that is

(q₂ − q₁)(E₂ − E₁) ≤ 0     (17)

Raising the Fermi level can only leave the charge unchanged or make it more negative. Each charge state therefore occupies a single interval of E_F or none.

### Which states appear

State q is strictly lowest when it lies below every other line. By (9) it lies below a line q′ > q when E_F > ε(q′/q), and below a line q′ < q when E_F < ε(q/q′). All conditions hold together on

max_{q′>q} ε(q′/q) < E_F < min_{q′<q} ε(q/q′)     (18)

If the lower limit exceeds the upper, the state is never stable. The kinks of M are the ends of the non-empty intervals. Every kink is a crossing, but of all the pairwise crossings only these are kinks; the others lie above the envelope, unless three or more lines happen to meet at the same kink, as they do for three charge states when U_eff defined below is zero. For a physical range the intervals are intersected with 0 ≤ E_F ≤ E_g.

For three states +, 0, − the interval of the neutral state is ε(+/0) < E_F < ε(0/−), of width

U_eff = ε(0/−) − ε(+/0) = [Ẽ(−) − Ẽ(0)] − [Ẽ(0) − Ẽ(+)] = Ẽ(+) + Ẽ(−) − 2Ẽ(0)     (19)

where (12) was used with both denominators equal to −1 and E_v cancelled. U_eff is the energy of the reaction 2D⁰ → D⁺ + D⁻. If it is positive the envelope has two kinks. If it is negative the neutral state is never lowest and the only kink is ε(+/−), the mean of the two hidden crossings by (10).

With more than three states the adjacent levels suffice only when they are all in order. If ε(p/p−1) rises strictly as p falls, then by (10) each non-adjacent level ε(q′/q) with q′ > q + 1 is a mean of adjacent levels none of which exceeds ε(q+1/q), so the maximum in (18) is ε(q+1/q), and likewise the minimum is ε(q/q−1); every state is stable between its adjacent levels. If the order is broken anywhere, a state may lie below both its neighbours over some interval and still be undercut by a more distant charge, and (18) must be evaluated over all pairs. That is the rule to implement.

The numerical check checks (16), (17) and (18) on 100 random sets of seven lines with charges −3 to +3, comparing the width predicted by (18) with the number of grid points on which a brute-force minimum selects each state. Of the 700 states, 248 were never stable in the window scanned. As a control it asserts that the upper envelope of the same lines fails the concavity test.

## 6. Finite temperature

### Populations

Let the crystal consist of L cells, each of which is either host or holds the defect in one of its states, with g_q degenerate states for charge q, and let β = 1/kT. The grand-canonical weight of a configuration is exp(−β[E − Σ μ_i N_i − μ_e N_res]), where N_res counts the electrons drawn from the electron reservoir. If cells do not interact, the exponent is a sum over cells. Relative to a host cell, a defect cell contributes exactly E_f(q; E_F) of (5), the partition sum factorises, and the probability per cell is

c_q = g_q exp(−βE_f(q)) / [1 + Σ_p g_p exp(−βE_f(p))]     (20)

In the dilute limit the denominator is 1. The ratio of two populations does not need that limit, since the denominator cancels; with (9),

c_q/c_q′ = (g_q/g_q′) exp(−β(q − q′)(E_F − ε(q/q′)))     (21)

Setting the ratio to 1 and taking the logarithm gives β(q − q′)(E_F − ε) = ln(g_q/g_q′). Changing the sign of both sides and dividing,

E_F(equal populations) = ε(q/q′) + kT ln(g_q′/g_q)/(q′ − q)     (22)

This point is still free of μ_i, but it coincides with ε only when the degeneracies are equal. For a singlet D⁺, a doublet D⁰ and a singlet D⁻ the (+/0) point is ε − kT ln 2, the (0/−) point is ε + kT ln 2, and the (+/−) point is unshifted. Vibrations would enter by multiplying g_q by a ratio of vibrational partition sums, which amounts to replacing Ẽ(q) by a free energy; for equal composition this is again independent of μ_i.

For non-interacting defects, the transition levels between charge states of one defect and their equal-population points do not depend on the atomic chemical potentials, and the zero-temperature envelope of formation energies is concave. What remains is the effect of interactions between defects, the smooth envelope at finite temperature, and numerical tests in an exactly solvable supercell model.
